Low-Temperature Seebeck Coefficient from the Landauer Currents

A small conductor connects a left reservoir L to a right reservoir R. Electrons cross it coherently and without changing their energy. The transmission summed over transverse modes, for one spin direction, is τ(E), and both spins transmit equally. Each reservoir is in equilibrium with its own temperature and electrochemical potential.

The task is to find the voltage that a temperature difference produces when no charge current flows, and to see how it depends on τ(E) at low temperature. The result is then applied to a hole contact in germanium.

Conventions: e > 0, so an electron carries charge −e. For any quantity X, ΔX = X_L − X_R. Currents are positive when they leave L. The mean electrochemical potential is μ, the mean temperature is T, and θ = k_B T. The Seebeck coefficient is S = −ΔV/ΔT at zero charge current.

**(a) Write the charge and heat currents, and linearize them in Δμ and ΔT.**

In one mode, the states in an energy interval dE that move to the right carry a particle current dE/h per spin, because the density of states 1/(hv) of these states multiplies their velocity v. In general, only part of the electrons that leave L in a mode arrives in R. Summed over modes, these transmitted fractions give τ(E), and flux conservation makes the sum the same for the reverse flow. With two spins,

I = −(2e/h) ∫ τ(E) [f_L(E) − f_R(E)] dE.

Here f_L and f_R are the Fermi functions of the reservoirs. The heat taken from a reservoir at fixed volume is dQ = dU − μ_L dN. An electron of energy E that leaves L therefore removes the heat E − μ_L:

J_Q = (2/h) ∫ (E − μ_L) τ(E) [f_L(E) − f_R(E)] dE.

The Fermi function is f = 1/(1 + exp[(E − μ)/k_B T]). With f′ = ∂f/∂E, the chain rule gives

∂f/∂μ = −f′, ∂f/∂T = −f′ (E − μ)/T.

To first order,

f_L − f_R = (−f′) [Δμ + (E − μ) ΔT/T].

The bias may also deform the barrier and change τ. That change multiplies f_L − f_R, which is already of first order, so it has no effect in linear response. For the same reason μ_L may be replaced by μ in the heat current. Define

L_n = ∫ τ(E) (E − μ)ⁿ (−f′) dE.

The currents become

I = −(2e/h) [L₀ Δμ + L₁ ΔT/T],

J_Q = (2/h) [L₁ Δμ + L₂ ΔT/T].

**(b) Express the conductance, the Seebeck and Peltier coefficients and the heat conductance through L₀, L₁ and L₂.**

The measured voltage is defined by Δμ = −e ΔV. At ΔT = 0 this gives I = (2e²/h) L₀ ΔV, so

G = (2e²/h) L₀.

At I = 0 the bracket in the charge current vanishes:

Δμ = −(L₁/L₀) ΔT/T, hence ΔV = L₁ ΔT/(e T L₀).

Therefore

S = −L₁/(e T L₀).

The ratio L₁/L₀ is the mean of E − μ over the conducting electrons, with weight τ(−f′). The Seebeck coefficient is this mean energy divided by −eT. Carriers above and below μ contribute with opposite signs, so S measures the asymmetry of the transmission about μ.

The Peltier coefficient is the heat carried per unit charge at ΔT = 0:

Π = J_Q/I = (2/h) L₁ Δμ / [−(2e/h) L₀ Δμ] = −L₁/(e L₀) = T S.

This is the Kelvin relation. It follows here because the same L₁ appears in both currents.

For the heat conductance K = J_Q/ΔT at I = 0, insert the open-circuit Δμ in the heat current:

K = (2/(hT)) [L₂ − L₁²/L₀].

The subtracted term is the heat carried back by the current that the thermovoltage drives.

**(c) Expand L₀, L₁ and L₂ at low temperature.**

Set x = (E − μ)/θ. The thermal window −df/dx = eˣ/(1 + eˣ)² is even in x and has unit area. Its odd moments vanish. For even n ≥ 2, integrate by parts; the boundary terms are zero because xⁿ vanishes at x = 0 and f decays exponentially:

M_n = 2 ∫₀^∞ xⁿ (−df/dx) dx = 2n ∫₀^∞ xⁿ⁻¹ f dx.

For x > 0, f = e⁻ˣ − e⁻²ˣ + e⁻³ˣ − …, and the integral of xⁿ⁻¹e⁻ʲˣ is (n−1)!/jⁿ. Thus

M_n = 2 n! [1 − 1/2ⁿ + 1/3ⁿ − …].

The alternating sum equals the sum with all signs positive minus twice its even terms, which is (1 − 2¹⁻ⁿ) times the positive sum. The positive sums are π²/6 for n = 2 and π⁴/90 for n = 4. Hence

M₂ = 4 · (1/2)(π²/6) = π²/3,

M₄ = 48 · (7/8)(π⁴/90) = 7π⁴/15.

Direct quadrature gives 3.28987 and 45.45758, in agreement.

Now let τ, τ′, τ″ and τ‴ denote the transmission and its energy derivatives at E = μ, and insert

τ(E) = τ + τ′θx + τ″θ²x²/2 + τ‴θ³x³/6 + …

In L₀ the even powers survive. In L₁ the extra factor θx selects the odd terms of the series, and in L₂ the factor θ²x² selects the even terms again:

L₀ = τ + (π²/6) θ² τ″ + …

L₁ = (π²/3) θ² τ′ + (7π⁴/90) θ⁴ τ‴ + …

L₂ = (π²/3) θ² τ + (7π⁴/30) θ⁴ τ″ + …

The coefficients of the second terms are M₂/2, M₄/6 and M₄/2.

**(d) Find the low-temperature Seebeck coefficient, its first correction, and the conditions for its use.**

Keep the first term of L₁ and of L₀, with τ(μ) ≠ 0:

S = −(1/(eT)) (π²/3) k_B² T² τ′/τ,

that is,

S = −(π² k_B² T/(3e)) [d ln τ/dE] at E = μ.

This is the Mott formula for a coherent conductor. One factor θ comes from the width of the window. The other comes from the change of τ across it. Division by T leaves one power of temperature. A constant factor in τ cancels, which is why the logarithmic derivative appears.

For τ′ ≠ 0, divide the two-term series:

L₁/L₀ = (π²θ²τ′/(3τ)) [1 + (7π²/30) θ² τ‴/τ′] [1 − (π²/6) θ² τ″/τ] + …

The leading law is therefore multiplied by 1 + c, where

c = π²θ² [7τ‴/(30τ′) − τ″/(6τ)].

The law is reliable when |c| and the later terms are small and τ is also smooth over several θ around μ. The second condition is separate: a narrow feature a few θ from μ can change S strongly while leaving the derivatives at μ almost unchanged. If τ′ = 0, the term linear in T vanishes and S starts at order T³, through τ‴, provided τ‴ is not zero as well. If τ(μ) = 0, this expansion of L₁/L₀ fails, although S itself can remain finite.

At low temperature the sign follows the slope at μ. If τ rises there with electron energy, S is negative; if it falls, S is positive. At higher temperature the sign is sure to be the same if τ keeps rising, or keeps falling, across the whole thermal window; otherwise it can change. Reflecting τ(E) about μ reverses L₁ and leaves L₀ unchanged, so it reverses S.

The heat conductance follows in the same way. Since L₁²/L₀ is of order θ⁴, the leading term is

K = (2/(hT)) (π²/3) k_B² T² τ = (π² k_B²/(3e²)) G T,

the Wiedemann–Franz law. To next order the ratio of K to (π²k_B²/3e²)GT is

1 + θ² [(8π²/15) τ″/τ − (π²/3)(τ′/τ)²].

Here 8π²/15 is 7π²/10 from L₂ minus π²/6 from L₀, and the last term comes from L₁²/L₀.

**(e) What replaces this law when μ sits at a sharp transmission step?**

Take a hole-like step: τ = 1 for E < μ and τ = 0 for E > μ. No Taylor series about μ exists, but the integrals are elementary. Half of the window conducts, so L₀ = 1/2. By the evenness of the window and one integration by parts,

L₁ = −θ ∫₀^∞ x (−df/dx) dx = −θ ∫₀^∞ dx/(1 + eˣ) = −θ ln 2.

The last integral is the change of −ln(1 + e⁻ˣ) from 0 to ∞. Hence

S = θ ln 2/(eT/2) = 2 ln 2 k_B/e = 119.46 μV/K,

independent of temperature. The mean carrier energy now scales with θ, because the step has no energy scale of its own.

A real step has a finite width, so it counts as sharp only while that width is far below θ. For the smooth barrier of part (f) with its top at μ and a curvature energy of 0.00259 meV, the full currents give 119.44 μV/K at 0.3 K and 119.46 μV/K at 0.6 K. The leading law would give 8906 μV/K at 0.3 K. It becomes valid for this barrier only at temperatures low enough for the window to resolve the step.

**(f) Find the transmission of a smooth hole barrier.**

A gate-defined constriction is modelled by a saddle potential. The motion along the current separates from the transverse motion, which only shifts the barrier top of each mode. Along the current, a hole of mass m sees an inverted parabola of curvature frequency ω. With lengths in units of √(ħ/mω), and η the hole energy above the barrier top divided by ħω,

d²ψ/dξ² + (ξ² + 2η) ψ = 0.

At large ξ try ψ = ξˢ exp(iξ²/2). The terms of order ξ² cancel, and the next order requires i(1 + 2s) + 2η = 0, so s = iη − 1/2. The transmitted wave on the right is

ψ = t ξ^(iη−1/2) exp(iξ²/2).

On the left, the incident wave is |ξ|^(−iη−1/2) exp(−iξ²/2) and the reflected wave is r |ξ|^(iη−1/2) exp(iξ²/2). All three forms carry unit flux apart from t and r.

Continue the transmitted wave to the left along a large arc ξ = |ξ|e^(iφ), with φ from 0 to π. The factor exp(iξ²/2) decays in the first quadrant and grows in the second. The solution that decays in the first quadrant keeps its asymptotic form into the second, where this term dominates and its coefficient cannot change. The incident wave is the small term there and reappears on the real axis. Comparing the coefficients of exp(iξ²/2) at φ = π gives

r = t exp[iπ(iη − 1/2)] = −i t exp(−πη).

Flux conservation, |t|² + |r|² = 1, gives |t|² = 1/(1 + exp(−2πη)).

Hole energy is minus electron energy. If the barrier top lies at electron energy E_b, then η = (E_b − E)/ħω and

τ(E) = 1/(1 + exp[2π(E − E_b)/ħω]).

With a = 2π/ħω, differentiation gives

τ′ = −aτ(1 − τ), so d ln τ/dE = −a(1 − τ),

τ″ = a²τ(1 − τ)(1 − 2τ),

τ‴ = −a³τ(1 − τ)(1 − 6τ + 6τ²).

For a nearly open mode the logarithmic slope d ln τ/dE vanishes. Deep in tunnelling it saturates at −a for this unbounded parabola; a real barrier that flattens into the leads need not show this saturation.

**(g) Evaluate the result for a germanium hole contact at 0.3 K.**

Take ħω = 1.00 meV and E_b − μ = −0.10 meV. Holes at the Fermi level then lie 0.10 meV below the barrier top, and τ = 0.34789. Numerical integration of the wave equation gives the same value. The slope is

d ln τ/dE = −(6.2832/1.00 meV)(1 − 0.34789) = −4.097 meV⁻¹.

With θ = 0.02585 meV, the leading law gives

S = 3.28987 × (0.02585 meV)² × 4.097 meV⁻¹/(e × 0.30 K) = 30.0 μV/K.

For the correction, aθ = 0.1624. Inserting the derivatives,

c = π²(aθ)² [(7/30)(1 − 6τ + 6τ²) − (1 − τ)(1 − 2τ)/6]

= 0.2604 × [−0.0843 − 0.0331] = −0.031.

This lowers S to 29.1 μV/K. Solving I = 0 with the full Fermi functions for a small ΔT, without any expansion, gives 29.16 μV/K. The mirrored barrier, which transmits electrons instead of holes, gives −29.16 μV/K.

With the barrier held fixed, the temperature dependence is as follows (S in μV/K):

0.1 K: full 9.98, leading 10.01, with c 9.98
0.3 K: full 29.16, leading 30.03, with c 29.11
1.0 K: full 78.2, leading 100.1, with c 66.1

The full result is 10% below the leading law at 0.60 K. At 1 K the correction overshoots, so two terms no longer suffice. More terms help only up to a point: at 1 K the sums of three and four terms give 86.4 and 77.1 μV/K, those of five and six terms 41 and 360 μV/K. The reason is that τ(E) has poles at E_b ± iħω/2, so its Taylor series has a finite radius of convergence, while the thermal integral extends beyond it. The expansion is asymptotic. At low temperature it behaves as derived: the relative remainder after c grows by a factor of 15.75 when T doubles from 0.1 to 0.2 K, close to the 16 expected of a T⁴ term.

The other coefficients at 0.3 K are G = 27.2 μS, Π = 8.75 μV and K = 197 fW/K. The Peltier coefficient equals 0.30 K × 29.16 μV/K, as the Kelvin relation requires. The ratio of K to its Wiedemann–Franz value is 0.989 at 0.3 K and 0.9997 at 0.05 K. The first correction from part (d) gives 0.991 at 0.3 K.

**(h) How far do the neglected effects move the number?**

The parameters are rough typical values for a strained germanium quantum well: hole mass 0.08 m₀, density 2 × 10¹¹ cm⁻², mobility 10⁵ cm²/Vs, and a barrier curvature of the order of 1 meV. The curvature depends on the gates. At fixed τ and T the leading S varies as 1/ħω, so an uncertain curvature carries over directly to S.

Passage through the barrier without momentum-relaxing scattering is plausible; phase coherence itself is assumed, since the mobility does not measure it. The length scale of the barrier top, √(ħ/mω), is 31 nm; the parabola is about 210 nm wide where it has fallen by the lead Fermi energy of 6.0 meV, and a barrier that flattens gradually into the leads is wider. The mean free path is ħk_F/e times the mobility, with k_F = √(2πp) for hole density p and two spins. This gives about 740 nm, longer than both, although some scattering within the wider region is not excluded. The finite height of the barrier matters little near its top: barriers 6.1 meV high with the same curvature give τ = 0.362 and S = 28.7 μV/K for a sech² profile, and τ = 0.359 and S = 28.8 μV/K for a Gaussian one, 1 to 1.5% below the parabolic value of S.

If the barrier stays fixed, a finite temperature difference matters little here. For ΔT = 0.10 K about the same mean, S is 29.14 μV/K and the thermovoltage is V_cold − V_hot = 2.91 μV. The cold side is positive because the barrier passes energetic holes more readily, and the hot side supplies more of them. For an assumed transverse mode spacing of 2.5 meV, the parabolic formula gives the second mode a transmission of 8 × 10⁻⁸, which is negligible. A contact with a much smaller spacing would need this mode included.

The leads matter more. A diffusive conductor whose current is an energy integral over a conductivity σ(E) has the same algebra, with σ in place of τ. The lead Fermi energy is E_F = πħ²p/m = 6.0 meV. If the scattering time is proportional to hole energy, σ varies as the square of that energy, and d ln σ/dE = −2/E_F at μ. This gives S_lead = 2.4 μV/K, or 8% of the contact value. The exponent is an assumption: a scattering time independent of energy gives 1.2 μV/K, and one growing as the power 3/2 gives 3.1 μV/K. Suppose the hot hole gas beside the contact is joined to a cold outer terminal A through the same gas, and the cold side of the contact is terminal B. Then V_A − V_hot = S_lead ΔT and V_B − V_hot = S ΔT, so the terminals measure

V_B − V_A = (S − S_lead) ΔT.

The model also assumes independent holes with equal transmission for both spins, which a real contact need not satisfy. An assumed fixed spin splitting of 0.20 meV, symmetric about the original barrier top, tests the assumption of equal spins; it does not represent interactions in general. It lowers S to 26.3 μV/K, a change of 10% relative to the unsplit value. This is a measure of sensitivity, not a prediction of the splitting; splittings of 0.10 and 0.40 meV give 28.4 and 19.9 μV/K, so the estimates below hold only for the assumed 0.20 meV. Electron–phonon scattering, phonon drag and other many-body effects are outside the model and have not been sized. The lead and spin estimates both lower the measured value: together they give 26.3 − 2.4 ≈ 24 μV/K between the terminals. For the assumed curvature and barrier position, the ideal contact value is best quoted as about 30 μV/K, and a reading roughly 20% lower would not contradict it. The further digits above serve to compare the formulas with the numerical output.

Values computed for the example and the checks

```
mean temperature: 0.30 K
thermal energy kB T: 0.02585 meV
barrier curvature energy: 1.00 meV
barrier top minus mu, electron energy: -0.10 meV
transmission at mu, formula: 0.34789
transmission at mu, wave equation: 0.34789
d ln(tau)/dE at mu: -4.0973 1/meV
second moment of thermal window: 3.28987
fourth moment of thermal window: 45.45758
L0 at mean temperature: 0.35074
L1 at mean temperature: -3.0682e-03 meV
L2 at mean temperature: 7.8976e-04 meV^2
S at 0.1 K, full currents: 9.976 uV/K
S at 0.1 K, leading law: 10.010 uV/K
S at 0.1 K, with next term: 9.976 uV/K
S at 0.3 K, full currents: 29.159 uV/K
S at 0.3 K, leading law: 30.029 uV/K
S at 0.3 K, with next term: 29.112 uV/K
S at 1.0 K, full currents: 78.200 uV/K
S at 1.0 K, leading law: 100.098 uV/K
S at 1.0 K, with next term: 66.114 uV/K
next term at mean temperature: -3.06 %
remainder ratio, 0.2 K to 0.1 K: 15.75
S of mirrored electron barrier: -29.159 uV/K
conductance: 27.176 uS
Peltier coefficient: 8.748 uV
heat conductance at zero current: 197.04 fW/K
Lorenz ratio to ideal, mean temperature: 0.9893
Lorenz ratio to ideal, 0.05 K: 0.99974
sharp step curvature energy: 0.00259 meV
sharp step S at 0.3 K: 119.44 uV/K
sharp step S at 0.6 K: 119.46 uV/K
2 ln2 kB/e: 119.46 uV/K
sharp step, leading law (invalid): 8906 uV/K
leading law wrong by 10 % at: 0.596 K
example temperature difference: 0.10 K
thermovoltage V_cold - V_hot: 2.914 uV
S with this finite difference: 29.137 uV/K
transverse mode spacing: 2.50 meV
second-mode transmission at mu: 8.04e-08
S change from second mode: 4.2e-06 uV/K
assumed spin splitting: 0.20 meV
S with spin splitting: 26.328 uV/K
hole mass: 0.08 m0
hole density: 2.0e+11 cm^-2
lead Fermi energy: 5.985 meV
lead thermopower: 2.449 uV/K
barrier length: 30.9 nm
mobility: 1.0e+05 cm2/Vs
mean free path: 738 nm
```
